\section*{Oxidation-Enhanced and Retarded Dopant Diffusion: The Interstitial-Fraction Threshold}

\section{Form of the answer}

Let $D$ be the diffusivity of a dilute dopant in silicon under an oxidizing surface, and $D^*$ its value in an inert anneal at the same temperature. The ratio $D/D^*$ is dimensionless, so it can depend on the self-interstitial and vacancy concentrations $C_I$, $C_V$ only through dimensionless ratios. The natural ones are
\begin{equation}
s_I=\frac{C_I}{C_I^*},\qquad s_V=\frac{C_V}{C_V^*},
\end{equation}
where a star marks thermal equilibrium.

Suppose that each migration event needs one defect, either an interstitial or a vacancy, and that both defects are dilute. Event rates are then linear in $s_I$ and $s_V$ and add. There is no constant term, because without defects the dopant does not move. Since $D=D^*$ at $s_I=s_V=1$, the two coefficients sum to one:
\begin{equation}
\frac{D}{D^*}=f s_I+(1-f)s_V,\qquad 0\le f\le1 .
\label{eq:D}
\end{equation}
Here $f$ is the interstitial-mediated fraction of the inert diffusivity.

Equation (\ref{eq:D}) is unchanged when $I$ and $V$ are exchanged together with $f\to1-f$. If recombination enforces $s_Is_V=1$, this exchange is $s_I\to1/s_I$. A threshold $f_c(s_I)$ between enhancement and retardation must then obey
\begin{equation}
f_c(s)+f_c(1/s)=1 .
\label{eq:sym}
\end{equation}
If $f_c$ is continuous at $s=1$, its limit there is $1/2$. Symmetry does not fix it at finite supersaturation; that needs the algebra below. Lengths are in nm and times in h, since atomic units are unnatural here.

\section{Flux law from mobile pairs}

Let $C_A$ be the substitutional dopant concentration. Substitutional atoms are immobile, while the pairs $AI$ and $AV$ migrate with diffusivities $d_I$ and $d_V$. Suppose that pairs dissociate fast compared with changes in the defect concentrations, and that a pair migrates only a short distance before dissociating, compared with the lengths over which the dopant and defect concentrations vary. Then mass action gives
\begin{equation}
C_{AI}=K_IC_AC_I,\qquad C_{AV}=K_VC_AC_V .
\end{equation}
The constants $K_I,K_V,d_I,d_V$ are uniform if temperature, strain and Fermi level are uniform. With no drift force on the pairs, the dopant flux is
\begin{align}
J&=-d_I\frac{\partial C_{AI}}{\partial x}-d_V\frac{\partial C_{AV}}{\partial x}\nonumber\\
&=-\frac{\partial}{\partial x}\left[(d_IK_IC_I^*s_I+d_VK_VC_V^*s_V)C_A\right].
\end{align}
Define $D_I^*=d_IK_IC_I^*$, $D_V^*=d_VK_VC_V^*$, $D^*=D_I^*+D_V^*$ and $f=D_I^*/D^*$. The round bracket is then $D$ of (\ref{eq:D}), and
\begin{equation}
J=-\frac{\partial(DC_A)}{\partial x}
=-D\frac{\partial C_A}{\partial x}-C_A\frac{\partial D}{\partial x}.
\label{eq:flux}
\end{equation}
When pairs are a small fraction of the dopant, $C_A$ is also the total concentration to leading order, and conservation gives
\begin{equation}
\frac{\partial C_A}{\partial t}=\frac{\partial^2(DC_A)}{\partial x^2}.
\label{eq:pde}
\end{equation}

The second term in (\ref{eq:flux}) drives dopants toward smaller $D$. It matters when the defect concentrations vary across the profile. For a profile far from boundaries, integration by parts gives
\begin{equation}
\frac{d}{dt}\int xC_A\,dx=\int J\,dx=0,
\end{equation}
so the mean position stays fixed. Fick's term alone would give $\int C_A(\partial D/\partial x)\,dx$, a shift toward larger $D$. A test with explicit pairs in a static interstitial field that decays with depth distinguishes the two laws. Relative to the peak concentration, the largest profile error was $2.4\times10^{-4}$ for (\ref{eq:pde}) and $3.5\times10^{-2}$ for Fick's term alone. The latter moved the mean by $-5.2$ nm, toward the surface; explicit pairs gave no shift at the printed resolution. These figures are for a pair migration length near 1 nm, a pair fraction of order $10^{-4}$ and an initial profile of standard deviation 40 nm. For a migration length of 10 nm the error of (\ref{eq:pde}) rises to about $10^{-2}$, although the mean still stays fixed.

From here on the defects are uniform over the dopant profile. Then $D=D(t)$, and two integrations by parts give
\begin{equation}
\frac{d}{dt}\langle(x-\bar x)^2\rangle=2D(t),\qquad
\Delta\langle(x-\bar x)^2\rangle=2\int_0^tD(t')\,dt'.
\label{eq:var}
\end{equation}
The new time variable $\int D\,dt$ turns (\ref{eq:pde}) into a diffusion equation with unit diffusivity. The whole profile, not just its variance, therefore depends on the time average of $D$.

\section{The threshold at one instant}

Interstitial injection gives $s_I>1$, and recombination gives $s_V<1$. From (\ref{eq:D}), $D>D^*$ means
\begin{equation}
f(s_I-s_V)>1-s_V .
\end{equation}
The factor $s_I-s_V$ is positive, so division keeps the inequality:
\begin{equation}
D>D^*\iff f>f_c,\qquad f_c=\frac{1-s_V}{s_I-s_V}.
\label{eq:fc}
\end{equation}

In recombination equilibrium $C_IC_V=C_I^*C_V^*$, so $s_V=1/s$ with $s=s_I$. Then
\begin{align}
\frac{D}{D^*}-1&=\frac{fs^2-s+(1-f)}{s}\nonumber\\
&=\frac{(s-1)[fs-(1-f)]}{s}.
\label{eq:factor}
\end{align}
Multiplying out the last numerator gives $fs^2-(1-f)s-fs+(1-f)$, which is the previous one. For $s>1$ the sign is that of $fs-(1-f)=f(1+s)-1$, hence
\begin{equation}
f_c=\frac1{1+s}.
\label{eq:eqfc}
\end{equation}
This satisfies (\ref{eq:sym}). For vacancy injection, $s<1$, the factor $s-1$ is negative, and enhancement requires $f<1/(1+s)$.

For $s=1+\epsilon$ with small $\epsilon$,
\begin{equation}
\frac{D}{D^*}-1=(2f-1)\epsilon+(1-f)\epsilon^2+O(\epsilon^3).
\end{equation}
The first-order term changes sign at $f=1/2$. At larger $\epsilon$ the interstitial gain grows without limit, whereas the vacancy contribution can lose no more than $1-f$. This lowers the threshold.

For $0<f<1/2$ the response to increasing $s$ is not monotonic. Setting the derivative $f-(1-f)/s^2$ to zero gives
\begin{equation}
s_{\min}=\sqrt{\frac{1-f}{f}},\qquad
\left(\frac{D}{D^*}\right)_{\min}=2\sqrt{f(1-f)}.
\label{eq:min}
\end{equation}
It is a minimum because the second derivative, $2(1-f)/s^3$, is positive. Retardation ends at $s=(1-f)/f=s_{\min}^2$. For $f=0.20$ the minimum ratio is $0.80$ at $s=2$, and enhancement begins above $s=4$.

\section{Incomplete recombination}

The relation $s_Is_V=1$ can fail when the surface resupplies vacancies. Consider a layer of thickness $L$ in which defects are well mixed. Let $\sigma_I,\sigma_V$ be surface exchange velocities, $k$ the bulk recombination coefficient and $g$ the injected interstitial flux. The balances are
\begin{align}
L\dot C_I&=g-\sigma_I(C_I-C_I^*)-kL(C_IC_V-C_I^*C_V^*),\label{eq:I}\\
L\dot C_V&=\sigma_V(C_V^*-C_V)-kL(C_IC_V-C_I^*C_V^*).\label{eq:V}
\end{align}
Other bulk sources and recombination through dopant pairs are omitted. In steady state, divide (\ref{eq:V}) by $\sigma_VC_V^*$ and set $r=kLC_I^*/\sigma_V$:
\begin{equation}
1-s_V=r(s_Is_V-1)\quad\Longrightarrow\quad
s_V=\frac{1+r}{1+rs_I}.
\end{equation}
The two differences needed in (\ref{eq:fc}) are
\begin{align}
1-s_V&=\frac{r(s_I-1)}{1+rs_I},\\
s_I-s_V&=\frac{s_I+rs_I^2-1-r}{1+rs_I}
=\frac{(s_I-1)[1+r(1+s_I)]}{1+rs_I}.
\end{align}
Their quotient is
\begin{equation}
f_c=\frac{r}{1+r(1+s_I)}=\frac1{1+s_I+1/r}.
\label{eq:r}
\end{equation}
Fast recombination, $r\to\infty$, restores (\ref{eq:eqfc}). For $r\to0$ vacancies stay at equilibrium, $f_c\to0$, and every dopant with $f>0$ is enhanced. Under interstitial injection, retardation is thus evidence of vacancy depletion.

Integrating the rate equations to steady state tests (\ref{eq:r}). With $g/(\sigma_IC_I^*)=4$, $\sigma_I=\sigma_V$ and $C_V^*/C_I^*=0.5$, the case $r=1$ gave $s_I=4.676$ and $s_V=0.352$. The formula gives $f_c=1/(1+4.676+1)=0.150$, as found numerically. At $r=0.1$ the threshold was $0.063$.

\section{Supersaturation from Deal--Grove growth}

Let $C_e$ be the oxidant concentration in the oxide in equilibrium with the gas, and $C_o,C_i$ its values at the outer and inner oxide faces. In steady transport three fluxes are equal:
\begin{equation}
F=h(C_e-C_o)=\frac{D_{\rm ox}(C_o-C_i)}{x}=k_sC_i .
\end{equation}
Here $x$ now denotes oxide thickness, $h$ the gas-transfer coefficient, $D_{\rm ox}$ the oxidant diffusivity and $k_s$ the reaction coefficient. Adding the three concentration drops gives $C_e=F(1/h+x/D_{\rm ox}+1/k_s)$. If $N_{\rm ox}$ oxidant molecules enter unit volume of oxide, the growth rate is
\begin{equation}
v=\frac{dx}{dt}=\frac F{N_{\rm ox}}=\frac{B}{A+2x},
\end{equation}
with
\begin{equation}
A=2D_{\rm ox}\left(\frac1h+\frac1{k_s}\right),\qquad
B=\frac{2D_{\rm ox}C_e}{N_{\rm ox}}.
\end{equation}
Integrating $(A+2x)\,dx=B\,dt$ from bare silicon gives
\begin{equation}
x^2+Ax=Bt,\qquad
x=\frac{2Bt}{A+\sqrt{A^2+4Bt}}.
\label{eq:x}
\end{equation}
This form of the root avoids subtracting nearly equal numbers at short times. In dry oxygen the first few tens of nanometres grow faster than this law, which then underestimates the early growth rate and supersaturation.

Let $\theta$ interstitials be injected for each silicon atom oxidized, and let unit oxide volume contain $N_{\rm Si}$ silicon atoms. Then $g=\theta N_{\rm Si}v$. In steady state (\ref{eq:V}) makes the recombination loss in (\ref{eq:I}) equal to $\sigma_VC_V^*(1-s_V)$. If $\sigma_VC_V^*\ll\sigma_IC_I^*$, this is negligible beside the interstitial surface loss whenever $s-1$ is not small; near $s=1$ the same holds because $1-s_V\le s-1$. Hence
\begin{equation}
s=1+\beta v,\qquad \beta=\frac{\theta N_{\rm Si}}{\sigma_IC_I^*}.
\label{eq:s}
\end{equation}
The linear surface loss is a model assumption. Another loss law changes $s(v)$ but leaves (\ref{eq:eqfc}) intact. The closed forms, crossing times and long-time rate derived below do depend on it, and measured supersaturations are usually fitted with a sublinear power of $v$, with exponent near one half. With $s-1\propto v^{1/2}$ and the same initial $s$, the worked example below gives net enhancement ($R=1.08$ instead of $0.938$) for $f=0.20$ at 4 h, the net reversal for $f=0.25$ moves from $8.45$ to about $61$ h, and the threshold approaches $1/2$ roughly as $t^{-1/4}$.

Equation (\ref{eq:s}) also requires fast defect relaxation. Subtract (\ref{eq:V}) from (\ref{eq:I}), neglect vacancy resupply and insert $C_V=C_V^*/s$:
\begin{equation}
L\left(C_I^*+\frac{C_V^*}{s^2}\right)\dot s=g-\sigma_IC_I^*(s-1).
\end{equation}
The relaxation time $(L/\sigma_I)[1+C_V^*/(C_I^*s^2)]$ must be short compared with the anneal and with the time over which growth slows,
\begin{equation}
\frac{v}{|\dot v|}=\frac{(A+2x)^2}{2B}.
\end{equation}

\section{Threshold for a complete anneal}

By (\ref{eq:var}), the net ratio is $R=f\langle s_I\rangle+(1-f)\langle s_V\rangle$, where angle brackets now denote averages over $0$ to $t$. The steps leading to (\ref{eq:fc}) then give, for recombination equilibrium,
\begin{equation}
F_c=\frac{1-\langle1/s\rangle}{\langle s\rangle-\langle1/s\rangle}.
\label{eq:Fc}
\end{equation}
Since $\int v\,dt=x$,
\begin{equation}
\langle s\rangle=1+\frac{\beta x}{t}.
\end{equation}
For the other average let $u=A+2x$ and $b=\beta B$. Then $s=1+b/u$, $1/s=u/(u+b)$ and $dt=u\,du/(2B)$. Polynomial division gives
\begin{align}
\left\langle\frac1s\right\rangle
&=\frac1{2Bt}\int_A^{A+2x}\frac{u^2}{u+b}\,du\nonumber\\
&=\frac1{2Bt}\int_A^{A+2x}\left(u-b+\frac{b^2}{u+b}\right)du\nonumber\\
&=\frac1{2Bt}\left[\frac{u^2}{2}-bu+b^2\ln(u+b)\right]_A^{A+2x}.
\label{eq:inv}
\end{align}

The threshold itself is simpler. In (\ref{eq:Fc}) the integrands of numerator and denominator are
\begin{equation}
1-\frac1s=\frac b{u+b},\qquad
s-\frac1s=\frac{b(2u+b)}{u(u+b)}.
\end{equation}
Multiply both by $u\,du/(2B)$ and cancel the common factor $b/(2B)$:
\begin{equation}
F_c=\frac{\displaystyle\int_A^{A+2x}\frac{u}{u+b}\,du}
{\displaystyle\int_A^{A+2x}\frac{2u+b}{u+b}\,du}
=\frac{2x-b\Lambda}{4x-b\Lambda},
\label{eq:closed}
\end{equation}
where $u/(u+b)=1-b/(u+b)$, $(2u+b)/(u+b)=2-b/(u+b)$ and
\begin{equation}
\Lambda=\ln\left(1+\frac{2x}{A+b}\right).
\end{equation}
When $b\gg A+2x$ the numerator loses digits by cancellation; quadrature of its positive integrand is then safer.

For $x\to0$, $\Lambda\to2x/(A+b)$ and $F_c\to A/(2A+b)=1/(1+s_0)$, with $s_0=1+b/A$ the initial supersaturation ratio. This is also the result throughout reaction-limited growth, $2x\ll A$, where $v$ and $s$ are nearly constant. For thick oxide, $b\Lambda/(2x)\to0$ and
\begin{equation}
F_c\simeq\frac12-\frac{b\Lambda}{8x}.
\end{equation}
The approach to $1/2$ is slow because the deficit falls roughly as $t^{-1/2}$ times a logarithm.

The path between these limits follows from writing
\begin{equation}
F_c=\frac{\int_0^t w\,(1+s)^{-1}dt'}{\int_0^t w\,dt'},\qquad
w=\frac{(s-1)(s+1)}s>0 .
\end{equation}
As $s$ falls, $(1+s)^{-1}$ rises. Its weighted mean therefore also rises and lags behind the instantaneous value. Three classes result in this model:
\begin{itemize}
\item $f\le1/(1+s_0)$: net retardation at every $t>0$;
\item $1/(1+s_0)<f<1/2$: enhancement first, then net retardation after $F_c(t)=f$;
\item $f\ge1/2$: enhancement at every finite time.
\end{itemize}
These classes apply only once the defects have relaxed to (\ref{eq:s}) and $s_Is_V=1$. If recombination is slow, vacancies are not yet depleted at early times and a dopant of the first class with $f>0$ is enhanced at first. For the growth parameters of the worked example with $kC_I^*=1$ h$^{-1}$, $f=0.10$ shows net enhancement for roughly the first $0.4$ h. If recombination is fast, the middle class is briefly retarded while $s$ rises from $1$. In the middle class the instantaneous change comes earlier than the net change. It occurs at $s=(1-f)/f$, that is, at
\begin{equation}
u_\times=\frac{bf}{1-2f},\qquad x_\times=\frac{u_\times-A}{2},\qquad
t_\times=\frac{x_\times^2+Ax_\times}{B}.
\label{eq:cross}
\end{equation}

Using the mean supersaturation $m=\langle s\rangle$ alone overestimates the threshold. The tangent to $1/s$ at $m$ lies below the curve, so $q=\langle1/s\rangle\ge1/m$. The function $(1-q)/(m-q)$ has derivative $(1-m)/(m-q)^2<0$ in $q$; hence $F_c\le1/(1+m)$.

\section{Worked example}

Take the round model parameters $A=200$ nm, $B=20000$ nm$^2$/h, $\beta=0.05$ h/nm, $D^*=100$ nm$^2$/h and $t=4$ h. Then $b=1000$ nm, and $x^2+200x=80000$ in nm$^2$ gives $x=200$ nm. The growth rate falls from $100$ to $33.3$ nm/h, and $s$ from $6$ to $2.67$. The instantaneous threshold rises from $1/7=0.143$ to $0.273$.

The averages are $\langle s\rangle=1+0.05\times200/4=3.5$ and
\begin{equation}
\left\langle\frac1s\right\rangle=
\frac{160000-400000+10^6\ln(1600/1200)}{160000}=0.298 .
\end{equation}
Therefore
\begin{equation}
F_c=\frac{1-0.298}{3.5-0.298}=0.219 .
\end{equation}
The estimate from $\langle s\rangle$ alone is $0.222$, slightly higher as required.

For $f=0.20$, $R=0.20\times3.5+0.80\times0.298=0.938$. The variance grows by about $751$ nm$^2$ instead of the inert $2D^*t=800$ nm$^2$. This modest net retardation hides a change of sign: $D/D^*$ starts at $1.33$ and ends at $0.83$. Equation (\ref{eq:cross}) gives $u_\times=333.3$ nm, $x_\times=66.7$ nm and $t_\times=0.889$ h.

For $f=0.25$, $R=0.875+0.2235=1.099$, a net enhancement, although $D$ has been below $D^*$ since $2.625$ h. If oxidation continues, the net effect reverses at $8.45$ h. The dopants with $f=0.02$ and $0.90$ have $R=0.362$ and $3.18$ at 4 h and stay in their respective classes.

A coupled integration of oxide growth, both defect balances and pair kinetics tested the averages and the threshold without imposing $s_Is_V=1$ or (\ref{eq:s}). It gave $F_c=0.2193$, against $0.2192$ from the formula, and reproduced the two instantaneous crossing times, $0.889$ and $2.625$ h, within $0.005$ h; it ended at 4 h and does not test the reversal at $8.45$ h. These runs used fast relaxation and recombination; they do not test the slow regime. Further values are in the numerical output.

\section{Using a measured ratio, and limits of validity}

A net ratio $R<1$ under interstitial injection bounds $f$ even if $s$ is unknown, provided $s_I\ge1$ and $s_Is_V\ge1$ hold at the dopant throughout the anneal. The steady layer model gives
\begin{equation}
s_Is_V-1=\frac{s_I-1}{1+rs_I}\ge0 .
\end{equation}
The inequality of arithmetic and geometric means then yields, at each instant,
\begin{equation}
\frac D{D^*}\ge2\sqrt{f(1-f)s_Is_V}\ge2\sqrt{f(1-f)} .
\end{equation}
The right side is constant, so $R$ obeys the same bound. Squaring gives $f^2-f+R^2/4\ge0$, which excludes the interval between the two roots. The upper branch has $f>1/2$; there $s_V\ge1/s_I$ and (\ref{eq:factor}) imply $D\ge D^*$, contrary to $R<1$. Hence
\begin{equation}
f\le\frac{1-\sqrt{1-R^2}}2 .
\end{equation}
For $R=0.938$ the bound is $0.327$, while the model value is $0.20$. For $R=0.362$ it is $0.034$, against $0.02$. The expression is an upper bound, not an estimate of $f$. It can fail outside the steady, well-mixed layer. If vacancies diffuse much faster than interstitials, their depletion runs ahead of the interstitial excess, $s_Is_V<1$ at depth, and a deep marker can be slightly retarded even for $f=1/2$. The bound also does not apply when oxidation produces no net interstitial excess, as can happen at very high temperature or in chlorine-bearing ambients.

The result assumes an unclustered dopant in a fixed silicon-lattice frame, with no loss into the oxide. High doping can shift the Fermi level and so change $f$ and $D^*$; defect gradients across the profile require (\ref{eq:pde}) in place of a single average. If recombination is incomplete, the averages of $s_I$ and $s_V$ must be computed separately and inserted in the averaged form of (\ref{eq:fc}). If an initial oxide $x_i$ is present, integrate $u$ from $A+2x_i$, use $x^2+Ax=x_i^2+Ax_i+Bt$, and replace $x$ by $x-x_i$ in $\langle s\rangle$.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: A = 200 nm, B = 20000 nm^2/h, beta = 0.05 h/nm
Inputs: D* = 100 nm^2/h, oxidation time = 4.0 h
b = beta*B = 1000 nm
Final oxide thickness = 200.00 nm
Growth rate: start 100.00, end 33.33 nm/h
Interstitial supersaturation ratio s: start 6.0000, end 2.6667
Instantaneous threshold 1/(1+s): start 0.1429, end 0.2727
Closed forms: <s> = 3.5000, <1/s> = 0.2980
Coupled simulation: <s_I> = 3.4997, <s_V> = 0.2980
Cumulative threshold: formula 0.2192, simulation 0.2193
Threshold from mean s alone, 1/(1+<s>) = 0.2222
Inert variance growth 2 D* t = 800.0 nm^2
Dopants: D/D* at start, at end, net; simulated variance growth
  f = 0.02: 0.2833, 0.4208, 0.3621; 289.6 nm^2
  f = 0.20: 1.3333, 0.8333, 0.9384; 750.7 nm^2
  f = 0.25: 1.6250, 0.9479, 1.0985; 878.8 nm^2
  f = 0.90: 5.4167, 2.4375, 3.1798; 2543.6 nm^2
Change from enhancement to retardation: s, oxide, time, simulated time
  f = 0.20: s = 4.000, x = 66.67 nm, t = 0.889 h, sim 0.889 h
  f = 0.25: s = 3.000, x = 150.00 nm, t = 2.625 h, sim 2.625 h
Net effect for f = 0.25 changes sign at t = 8.452 h
Cumulative threshold against oxidation time
  t = 1 h: 0.1761
  t = 4 h: 0.2192
  t = 16 h: 0.2785
  t = 100 h: 0.3586
  t = 10000 h: 0.4698
Deepest retardation when s_I s_V = 1
  f = 0.02: at s = 7.000, D/D* = 0.2800
  f = 0.20: at s = 2.000, D/D* = 0.8000
  f = 0.25: at s = 1.732, D/D* = 0.8660
Upper bound on f from net retardation
  true f = 0.02, net ratio = 0.3621, bound f <= 0.0339
  true f = 0.20, net ratio = 0.9384, bound f <= 0.3272
Finite recombination, simulated steady state (drive 4, CV*/CI* 0.5)
  r = 0.1: s_I = 4.8699, s_V = 0.7398, threshold f = 0.0630
  r = 1.0: s_I = 4.6762, s_V = 0.3523, threshold f = 0.1498
  r = 10.0: s_I = 4.6166, s_V = 0.2332, threshold f = 0.1749
  r = 1000.0: s_I = 4.6086, s_V = 0.2172, threshold f = 0.1783
Gradient test: f = 0.9, t = 16 h, s_I = 1 + 5 exp(-z/400 nm)
  Profile error / peak: derived law 2.4e-04, Fick only 3.5e-02
  Mean shift: explicit pairs 0.000 nm (size), Fick only -5.181 nm
\end{verbatim}
